# In-plane field and Dirac-cone displacement in 1.1 degree twisted graphene

## 1. Two aligned sheets

Take two parallel graphene sheets without twist and without tunnelling, at heights $z=\pm d/2$. Apply a field $\mathbf B=B\hat{\mathbf x}$ in their plane. In atomic units the electron has charge $-1$, so its mechanical momentum is $\mathbf p+\mathbf A$. Choose

$$\mathbf A=-zB\,\hat{\mathbf y},\qquad (\nabla\times\mathbf A)_x=\partial_yA_z-\partial_zA_y=B .$$

Within one sheet $\mathbf A$ is constant. The honeycomb structure factor, a sum over the three nearest-neighbour vectors $\boldsymbol\tau$, acquires Peierls phases:

$$f(\mathbf k)=\sum_{\boldsymbol\tau}e^{i\mathbf k\cdot\boldsymbol\tau}\;\to\;\sum_{\boldsymbol\tau}e^{i(\mathbf k+\mathbf A)\cdot\boldsymbol\tau}=f(\mathbf k+\mathbf A).$$

A Dirac cone, which is a zero of $f$, therefore moves from $\mathbf K$ to $\mathbf K-\mathbf A$. The top cone moves by $+\tfrac12Bd\,\hat{\mathbf y}$ and the bottom one by $-\tfrac12Bd\,\hat{\mathbf y}$. Their relative displacement is $Bd\,\hat{\mathbf y}$.

The Lorentz force gives the same result. An electron carried upward through $d\hat{\mathbf z}$ receives the impulse $-d\,\hat{\mathbf z}\times\mathbf B=-Bd\,\hat{\mathbf y}$. Its canonical momentum is conserved, so its momentum measured from the local cone falls by $Bd$: the top cone lies higher in $k_y$ by that amount.

For any in-plane direction, $\mathbf A=z\,\mathbf B\times\hat{\mathbf z}$ and

$$\boldsymbol\delta=-(\mathbf A_t-\mathbf A_b)=-d\,\mathbf B\times\hat{\mathbf z}=d\,\hat{\mathbf z}\times\mathbf B,\qquad|\boldsymbol\delta|=Bd. \tag{1}$$

A constant added to $\mathbf A$ moves both cones together and cancels. In SI units the displacement is $eBd/\hbar$.

**Another gauge.** Adding $\nabla\chi$ with $\chi=z(B_xy-B_yx)$ gives $\mathbf A'=(0,0,B_xy-B_yx)$. The cones now stay in place, but a vertical hop from bottom to top carries the phase

$$\exp[-id(B_xy-B_yx)]=e^{-i\boldsymbol\delta\cdot\mathbf r}.$$

Tunnelling then supplies the momentum $-\boldsymbol\delta$. The mismatch between the cones is the same, although their separate positions depend on the gauge.

**Finite thickness.** Write $z=z_l+\zeta$ inside sheet $l$. For motion with unit mass along $x$ and a field along $y$, the kinetic term is $\tfrac12(k+Bz_l+B\zeta)^2$. If the confining well is even in $\zeta$, the energy is even in $k+Bz_l$, so it has an extremum at $k=-Bz_l$. In a weak field the energy stays close to $\tfrac12(k+Bz_l)^2$ plus a constant, and this extremum is the band minimum. The displacement is therefore set by the sheet centres. A numerical test used wells $-2/\cosh^2(z-z_l)$ in atomic units, with $B=0.01$ and the graphene spacing. With each well solved on its own, it gave a displacement of $1.000000\,Bd$. The neighbouring sheet makes a real well slightly uneven, which this test leaves out.

## 2. The twist and the small parameter

Rotate the top sheet by $+\theta/2$ and the bottom one by $-\theta/2$. The corner that started at $K\hat{\mathbf x}$, with $K=4\pi/(3a)$, splits by

$$\mathbf K_t-\mathbf K_b=K\begin{pmatrix}\cos\frac\theta2-\cos\frac\theta2\\[2pt]\sin\frac\theta2+\sin\frac\theta2\end{pmatrix}=k_\theta\hat{\mathbf y},\qquad k_\theta=2K\sin\frac\theta2. \tag{2}$$

The ratio of the two displacements is

$$\eta=\frac{Bd}{k_\theta}=\frac{Bd}{K\theta}\left(1+\frac{\theta^2}{24}+\dots\right). \tag{3}$$

The correction follows from $2\sin(\theta/2)=\theta(1-\theta^2/24+\dots)$. At 1.1 degrees, $\theta=0.0192$ and the correction is about $1.5\times10^{-5}$ of the leading term.

The moiré period $L=a/[2\sin(\theta/2)]$ gives $k_\theta=Ka/L=4\pi/(3L)$, hence

$$\eta=\frac{3BdL}{4\pi}=\frac32\,\frac{BdL}{2\pi}. \tag{4}$$

Since $2\pi$ is the flux quantum $h/e$ in these units, $\eta$ is one and a half times the number of flux quanta through a vertical rectangle of height $d$ and length $L$.

**Numbers.** Take $a=2.46$ Å, $d=3.35$ Å and $B=10$ T. In atomic units the field is $4.2544\times10^{-5}$ and the spacing $6.3306$. Their product, converted to inverse ångström, is

$$Bd=5.09\times10^{-4}\ \text{Å}^{-1}\quad(5.09\times10^{-3}\ \text{nm}^{-1}).$$

With $K=1.7028$ Å$^{-1}$, equation (2) gives

$$k_\theta=0.03269\ \text{Å}^{-1}\quad(0.3269\ \text{nm}^{-1}),\qquad \eta=\frac{5.09\times10^{-4}}{0.03269}=0.0156 .$$

The field displacement is 1.6 percent of the twist separation. The flux form agrees: $L=128.1$ Å, the flux is $0.01038$ quanta, and $1.5\times0.01038=0.0156$.

By linear extrapolation, equal displacements at this angle would need 642 T. Alternatively, at a fixed 10 T the ratio reaches one when $\theta\approx Bd/K$, or 0.017 degree. The field displacement is thus a small correction only for $\theta\gg Bd/K$, although (3) itself holds for this pair of uncoupled cones at any twist. Beyond 30 degrees another pair of corners lies closer together. The second crossing is formal, because sheets at so small a twist cannot be assumed rigid.

## 3. The separation to second order in the field

The three equivalent corners have twist separations $k_\theta\hat{\mathbf s}_j$, turned by 120 degrees from one another. If $\varphi_j$ is the angle between $\hat{\mathbf s}_j$ and $\boldsymbol\delta$, then

$$\frac{|k_\theta\hat{\mathbf s}_j+\boldsymbol\delta|}{k_\theta}=\sqrt{1+2\eta\cos\varphi_j+\eta^2}=1+\eta\cos\varphi_j+\frac{\eta^2}{2}\sin^2\varphi_j+O(\eta^3). \tag{5}$$

The $\eta^2$ term combines $\tfrac12\eta^2$ from the linear part of the square root with $-\tfrac18(2\eta\cos\varphi_j)^2$ from its quadratic part.

For $\mathbf B$ along $\hat{\mathbf x}$ the cosines are $1,-\tfrac12,-\tfrac12$. Roots of the lattice structure factor give length changes of $+1.557$, $-0.769$ and $-0.769$ percent. The linear terms cancel in the sum. The remaining $0.019$ percent agrees, within rounding, with the second-order sum $\tfrac34\eta^2=0.018$ percent.

In the opposite valley the twist separation reverses while $\boldsymbol\delta$ does not. For the corner on the $x$ axis the separation is $0.03320$ Å$^{-1}$ in one valley and $0.03218$ Å$^{-1}$ in the other. If $\mathbf B$ points along $\hat{\mathbf y}$ instead, the separation at this corner turns by $\arctan\eta=0.892$ degree, and its length changes at order $\eta^2$.

## 4. The first correction from tunnelling

So far the cones were uncoupled. Now add tunnelling in the continuum model for one valley. Measure $\mathbf k$ from $\mathbf K_b$. A bottom state couples to three top states whose momenta from $\mathbf K_t$ are $\mathbf k+\mathbf q_j$. Here $\mathbf q_1=-k_\theta\hat{\mathbf y}$, and $\mathbf q_2,\mathbf q_3$ follow by rotations of 120 degrees. The model takes

$$T_j=w_0+w_1N_j,\qquad N_j=\mathbf n_j\cdot\boldsymbol\sigma,\qquad \mathbf n_j\perp\mathbf q_j,\quad \mathbf n_1=\hat{\mathbf x},$$

where $w_0$ joins like sublattices and $w_1$ unlike ones. The small rotation of the Pauli matrices by $\pm\theta/2$ is dropped. Define $\alpha_i=w_i/(vk_\theta)$ and $Q_j=\hat{\mathbf q}_j\cdot\boldsymbol\sigma$.

**Zero modes.** At $\mathbf k=0$ and $B=0$ the top rows of the one-shell equation read $T_j\psi_0+vk_\theta Q_j\psi_j=0$. Since $Q_j^2=1$,

$$\psi_j=-\frac{Q_jT_j}{vk_\theta}\psi_0 .$$

The bottom row requires $\sum_jT_jQ_jT_j\psi_0=0$. Perpendicular vectors give $N_jQ_j=-Q_jN_j$, so the cross terms cancel and

$$T_jQ_jT_j=w_0^2Q_j+w_1^2N_jQ_jN_j=(w_0^2-w_1^2)Q_j .$$

This sums to zero because $\sum_j\hat{\mathbf q}_j=0$. Any two-component $\psi_0$ is therefore allowed: the zero level is a doublet. Using $\sum_jN_j=0$, its norm is

$$1+\frac{1}{(vk_\theta)^2}\sum_jT_j^2=1+3\alpha_0^2+3\alpha_1^2\equiv\mathcal N .$$

**Projection.** A small momentum or field adds $v\boldsymbol\sigma\cdot\mathbf u_l$ in sheet $l$, with $\mathbf u_l=\mathbf k+\mathbf A_l$. The top part, projected on the doublet, contains $T_jQ_j(\boldsymbol\sigma\cdot\mathbf u_t)Q_jT_j$. Split $\mathbf u_t=u_q\hat{\mathbf q}_j+u_n\mathbf n_j$. Then $Q_j(\boldsymbol\sigma\cdot\mathbf u_t)Q_j=u_qQ_j-u_nN_j$. With $T_jN_jT_j=(w_0^2+w_1^2)N_j+2w_0w_1$, the expression becomes

$$w_0^2(u_qQ_j-u_nN_j)-w_1^2(u_qQ_j+u_nN_j)-2w_0w_1u_n .$$

Sum over $j$:

- The last term vanishes, since $\sum_j\mathbf n_j=0$.
- The first equals $w_0^2\sum_j(2u_qQ_j-\boldsymbol\sigma\cdot\mathbf u_t)$. It vanishes because $\sum_j\hat{\mathbf q}_j(\hat{\mathbf q}_j\cdot\mathbf u_t)=\tfrac32\mathbf u_t$.
- The middle bracket is $\boldsymbol\sigma\cdot\mathbf u_t$ for each $j$ and gives $-3w_1^2\,\boldsymbol\sigma\cdot\mathbf u_t$.

Put $\mathbf A_b=\boldsymbol\delta/2$ and $\mathbf A_t=-\boldsymbol\delta/2$:

$$H_{\rm eff}=\frac v{\mathcal N}\,\boldsymbol\sigma\cdot\left(\mathbf u_b-3\alpha_1^2\mathbf u_t\right)=\frac v{\mathcal N}\,\boldsymbol\sigma\cdot\left[(1-3\alpha_1^2)\mathbf k+(1+3\alpha_1^2)\frac{\boldsymbol\delta}2\right]. \tag{6}$$

Momentum has the same sign in both sheets, so the two contributions oppose each other. The field term has opposite signs in the sheets, so they add.

The bottom cone sits where the bracket vanishes. Exchanging the sheets reverses $\boldsymbol\delta$ and all $\mathbf q_j$, and the sums above do not depend on the sign of $\mathbf q_j$. The top cone therefore moves oppositely, and the relative displacement of the hybridized cones is

$$\boldsymbol\delta_{\rm hyb}=\boldsymbol\delta\,\frac{1+3\alpha_1^2}{1-3\alpha_1^2}=\boldsymbol\delta\,(1+6\alpha_1^2+\dots). \tag{7}$$

The coefficient 6 is complete at second order in tunnelling, because a path that returns to its starting state after two tunnelling events visits only the first shell. Fourth order also involves the second shell, which the fraction omits.

**A weak-coupling case.** Use $v=0.9\times10^6$ m/s, so that $\hbar v=5.924$ eV Å, with $w_0=0.08$ eV and $w_1=0.11$ eV. At 1.1 degrees $\alpha_1=0.568$. At 5 degrees it falls to $0.568\,\sin0.55^\circ/\sin2.5^\circ=0.125$. The first correction then gives an amplification of $1+6(0.125)^2=1.094$, and the fraction in (7) gives 1.098. Diagonalization with many shells at 10 T gives 1.100.

## 5. Where the expansion fails: 1.1 degrees

At 1.1 degrees $3\alpha_1^2=0.968$, and the denominator in (7) nearly vanishes. The fraction would be about 60, which makes the relative displacement of the two hybridized cones roughly $k_\theta$ itself. That contradicts the small-momentum assumption behind (6), so (7) gives no usable displacement here.

The doublet splitting at $\mathbf k=0$ contains no small denominator. Equation (6) gives, in the symmetric gauge,

$$\Delta=vBd\,\frac{1+3\alpha_1^2}{\mathcal N}=0.00302\times0.7936=0.0024\ \text{eV}.$$

The many-shell value is 0.0021 eV, so the one-shell estimate is about 15 percent above it.

The two flat bands together span 0.0046 eV without field and 0.0053 eV at 10 T. These values are for one valley, with $\mathbf B$ along $\hat{\mathbf x}$, on a $12\times12$ momentum mesh. The width grows by about 15 percent. The largest change at fixed $\mathbf k$ in the symmetric gauge is 0.0014 eV, or 30 percent of the zero-field width. The percentages belong to this angle and these parameters. At 1.083 degrees the widths without and with field are 0.0008 and 0.0029 eV, and at 1.117 degrees 0.0090 and 0.0089 eV, while the largest change at fixed $\mathbf k$ stays at 0.0014 eV. With $\mathbf B$ along $\hat{\mathbf y}$ at 1.1 degrees the width grows by about 11 percent.

A displacement of 1.6 percent therefore does not imply a band response of 1.6 percent. The field energy $vBd=0.0030$ eV is small beside $vk_\theta=0.194$ eV, but comparable with the flat-band width.

## 6. Comparison with real samples

The parameters are rough typical values for magic-angle graphene; 10 T is a strong but ordinary laboratory field. The assumptions affect the estimate as follows.

- **Spacing.** Real sheets are corrugated. A spacing of 3.6 Å, roughly that of AA regions, would raise the ratio to 1.67 percent if it applied everywhere.
- **Twist.** An error of 0.017 degree displaces the cones relative to each other by as much as the field does, though not always in the same direction. Its effect on the flat bands is much larger than that of the field, since it moves the zero-field width between 0.0008 and 0.0090 eV. A local angle of 1.0 or 1.2 degrees changes the ratio to 1.71 or 1.43 percent.
- **Strain.** A relative biaxial strain of 0.03 percent displaces the cones by as much as $Bd$, but along $\mathbf K$. At 0.1 percent, near the low end of the strain found in real samples, a biaxial strain displaces them about three times as far as the field. Uniaxial strain also makes the three hoppings unequal, so its effect depends on direction and can be larger or smaller.
- **Spin.** The Zeeman splitting is 0.0012 eV for $g=2$. It is similar to the largest orbital band change and belongs in any calculation of the flat bands.
- **Alignment.** A field tilt of 1 degree puts 0.006 flux quanta through each moiré cell, with orbital effects that this model omits.
- **Temperature.** At 4 K the thermal energy is 0.00034 eV, below the computed doublet splitting.

Electron–electron interactions are also absent, so the flat-band energies are single-particle model values. The ratio in (3) concerns uncoupled cones and does not depend on $v$, $w_0$ or $w_1$. The remaining values are in the numerical output.

## Table of computed values

```
lattice constant a = 2.46 angstrom
sheet spacing d = 3.35 angstrom
twist angle = 1.1 degree
in-plane field = 10.0 T
field in atomic units = 4.2544e-05
spacing in atomic units = 6.3306
corner wave vector K = 1.7028 1/angstrom
twist separation k_theta = 0.03269 1/angstrom
  the same = 0.3269 1/nm
field displacement B d = 5.0895e-04 1/angstrom
  the same = 5.0895e-03 1/nm
ratio = 1.557 percent
moire period = 128.1 angstrom
flux through d x period = 0.01038 flux quanta
field for ratio one = 642 T
finite-width wells: shift/(B d) = 1.000000
B along K, valley K: separation = 0.03320 1/angstrom
B along K, valley K': separation = 0.03218 1/angstrom
B normal to K: separation turns by 0.892 degree
three corners, length change = +1.557, -0.769, -0.769 percent
flake, largest gauge difference = 1.6e-14 eV
Dirac velocity = 9.00e+05 m/s
hbar v = 5.924 eV angstrom
tunnelling w0, w1 = 0.080, 0.110 eV
alpha0, alpha1 = 0.4131, 0.5680
twist energy hbar v k_theta = 0.1937 eV
field energy hbar v B d = 0.00302 eV
one-shell even factor = 0.0129
one-shell odd factor = 0.7936
one-shell doublet splitting = 0.00239 eV
many-shell doublet splitting = 0.00208 eV
flat-pair width, no field (12x12 mesh) = 0.00462 eV
flat-pair width, 10 T (12x12 mesh) = 0.00529 eV
largest flat-band change at fixed k = 0.00138 eV
flat-band cutoff error = 8.7e-07 eV
amplification at 5 degree, many shells = 1.1002
amplification at 5 degree, one-shell formula = 1.0984
ratio with spacing 3.6 angstrom = 1.673 percent
twist error of equal effect = 0.0171 degree
biaxial strain of equal effect = 0.0299 percent
Zeeman splitting (g = 2) = 0.00116 eV
thermal energy at 4 K = 0.00034 eV
moire-cell flux, 1 degree tilt = 0.00600 flux quanta
diamagnetic energy, 1.0 angstrom rms thickness = 8.8e-08 eV
```
